# Thermal enhancement of tunnelling currents and the crossover to thermionic emission, part 1

(Sections cited here and not found follow in the second part.)

## A Boltzmann tail against an exponential barrier

Let electrons strike a barrier from inside a metal. Measure their energy $E$ of motion normal to the surface from the Fermi level, and let the transmission probability grow exponentially with energy, $D(E)=D_Fe^{cE}$. The constant $c$ is an inverse energy. It states how fast the barrier becomes transparent.

Look first at the electrons above the Fermi level alone, and give them the Boltzmann form: the supply arriving at normal energy $E$ is proportional to $kT\,e^{-E/kT}$. Their contribution to the current is proportional to

$$\int_0^\infty kT\,e^{-E/kT}\,e^{cE}\,dE=\frac{kT}{1/kT-c}=\frac{(kT)^2}{1-ckT}.$$

Two exponentials compete. The number of electrons falls as $e^{-E/kT}$, while the chance of passing rises as $e^{cE}$. When $ckT<1$ the first wins and the integral converges. As $ckT\to1$ the product becomes flat, every energy contributes equally, and the integral diverges.

No real barrier transmits more than all the electrons that reach it, so the exponential growth must end at some energy $B$, near the barrier top. If the integral is cut there, its value at $ckT=1$ is $kT\,B$, which is finite. The divergence therefore says that the emission has left the Fermi level and spread upward to energies at which the exponential law for $D$ no longer holds. What follows replaces the Boltzmann tail by the full Fermi distribution, and then the sharp cut by a barrier that saturates smoothly.

## The supply of electrons

Assume a free-electron metal with mass $m$, a transmission that depends on the normal energy alone, and a band so deep that its bottom plays no part. Let $e>0$ be the elementary charge and $J$ the magnitude of the current density. With two spin states per wave vector,

$$J=2e\int\frac{d^3k}{(2\pi)^3}\,v_x\,f\,D .$$

For the normal direction $dE=\hbar v_x\,dk_x$, so that $v_x\,dk_x=dE/\hbar$. For the transverse directions let $\varepsilon=\hbar^2k_\perp^2/2m$. The area element is then $2\pi k_\perp dk_\perp=(2\pi m/\hbar^2)\,d\varepsilon$. The constants combine to

$$\frac{2e}{8\pi^3}\cdot\frac1\hbar\cdot\frac{2\pi m}{\hbar^2}=\frac{em}{2\pi^2\hbar^3},$$

and the current is

$$J=\frac{em}{2\pi^2\hbar^3}\int N(E)\,D(E)\,dE,\qquad N(E)=\int_0^\infty\frac{d\varepsilon}{1+e^{(E+\varepsilon)/kT}} .$$

The integrand of $N$ has the antiderivative $-kT\ln(1+e^{-(E+\varepsilon)/kT})$. This vanishes at the upper limit, and the lower limit gives

$$N(E)=kT\ln\!\left(1+e^{-E/kT}\right).$$

Three properties are needed below. Differentiation gives $N'(E)=-f(E)$ with $f(E)=1/(1+e^{E/kT})$. Far above the Fermi level $N\to kT\,e^{-E/kT}$, the form used at the start. At zero temperature $N=-E$ for $E<0$ and $N=0$ for $E>0$: the deeper the normal energy lies below the Fermi level, the more transverse states are occupied at that normal energy.

## The integral

Insert $D=D_Fe^{cE}$ and define $I(T)=\int_{-\infty}^{\infty}N(E)\,e^{cE}\,dE$. Integrate by parts, using $N'=-f$:

$$I(T)=\left[\frac{N e^{cE}}{c}\right]_{-\infty}^{\infty}+\frac1c\int_{-\infty}^{\infty}f(E)\,e^{cE}\,dE .$$

At the lower end the bracket behaves as $|E|e^{cE}$ and vanishes. At the upper end it behaves as $e^{-(1/kT-c)E}$ and vanishes if $ckT<1$. With $x=E/kT$ and $q=ckT$,

$$I(T)=\frac{kT}{c}\,K(q),\qquad K(q)=\int_{-\infty}^{\infty}\frac{e^{qx}}{1+e^x}\,dx,\qquad 0<q<1 .$$

To find $K$, integrate $e^{qw}/(1+e^w)$ counterclockwise around the rectangle with corners $-R$, $R$, $R+2\pi i$, $-R+2\pi i$ in the complex $w$ plane. On the right side the integrand is at most $e^{qR}/(e^R-1)$ in magnitude, and on the left side at most $e^{-qR}/(1-e^{-R})$. Both vanish as $R\to\infty$. On the upper side $e^w$ is the same as on the real axis, the numerator carries an extra factor $e^{2\pi iq}$, and the direction is reversed. The contour integral is therefore $(1-e^{2\pi iq})K$.

One pole lies inside, at $w=i\pi$. Its residue is the numerator divided by the derivative of the denominator, $e^{i\pi q}/e^{i\pi}=-e^{i\pi q}$. Hence

$$(1-e^{2\pi iq})K=-2\pi i\,e^{i\pi q}.$$

Division by $e^{i\pi q}$ turns the left side into $(e^{-i\pi q}-e^{i\pi q})K=-2i\sin(\pi q)\,K$, so that $K=\pi/\sin\pi q$ and

$$I(T)=\frac{\pi kT}{c\,\sin(\pi ckT)} .$$

At zero temperature $I(0)=\int_{-\infty}^0(-E)\,e^{cE}dE=1/c^2$. The ratio is the thermal enhancement factor:

$$\boxed{\frac{J(T)}{J(0)}=\frac{\pi ckT}{\sin(\pi ckT)},\qquad ckT<1 .}$$

The barrier, and with it $D_F$ and $c$, is held fixed while the temperature changes.

For small $q$, $\sin y\approx y-y^3/6$ gives $J(T)/J(0)\approx1+\pi^2q^2/6$. Near $q=1$, $\sin\pi q=\sin\pi(1-q)\approx\pi(1-q)$, and the factor approaches $1/(1-q)$. This is the divergence of the Boltzmann tail found at the start, now divided by $1/c^2$.

## Two electrodes under bias

In a tunnel junction electrons also return. Let the second electrode be of the same free-electron kind, with its Fermi level lowered by $eV$. The blocking factors cancel in the difference, $f_1(1-f_2)-f_2(1-f_1)=f_1-f_2$, so the net current contains $N(E)-N(E+eV)$. With the exponential transmission, the shift $E\to E-eV$ in the second term gives

$$\int\left[N(E)-N(E+eV)\right]e^{cE}\,dE=\left(1-e^{-ceV}\right)I(T).$$

The bracket on the right does not depend on temperature. At fixed bias the net current therefore has the same enhancement factor, provided that the exponential law holds over the whole range of energies that contributes.

A scanning tunnelling junction shows how small the effect can be. Take a rectangular vacuum barrier of height $\varphi=4.2$ eV above the Fermi level and width $d=0.6$ nm, at a bias of 0.1 V and at 300 K. The tilt of the barrier and image forces are left out. So is the prefactor of the exact transmission, whose variation with energy can change the small excess found below by a tenth or more. With $\kappa=\sqrt{2m}/\hbar$ the transmission is then $D=e^{-G}$, $G=2\kappa d\sqrt{\varphi-E}$, and at the Fermi level

$$c=-\frac{dG}{dE}=\frac{\kappa d}{\sqrt\varphi}=1.500\ \text{eV}^{-1}.$$

With $kT=0.0259$ eV, $q=0.0388$, and the factor exceeds one by $0.248\,\%$, nearly all of it from the term $\pi^2q^2/6$. Direct integration with the square-root exponent gives $0.227\,\%$.

The difference comes from the curvature of the exponent, and can be traced. Heating adds to $N$ a narrow peak at the Fermi level with area $2\int_0^\infty kT\ln(1+e^{-E/kT})\,dE=\pi^2(kT)^2/6$. The added current is thus proportional to $D(0)-D(-eV)=\int_{-eV}^0cD\,dE$. The cold current is $\int_{-eV}^0M\,dE$ with $M(E)=\int_{-\infty}^ED\,dE'$. For a square-root exponent, with $a=2\kappa d$ and $h=\varphi-E$,

$$M=\int_h^\infty e^{-a\sqrt{h'}}dh'=\frac{2}{a^2}(1+a\sqrt h)\,e^{-a\sqrt h}=\frac Dc\left(1+\frac1G\right),$$

because $1/c=2\sqrt h/a$ and $G=a\sqrt h$. The cold current is larger than the linear exponent gives by the factor $1+1/G$. Here $G=2\varphi c=12.6$, which lowers the excess from $0.248\,\%$ to $0.230\,\%$. The remaining one percent of the excess arises because $c^2\propto1/(\varphi-E)$ is about one percent smaller in the middle of the bias window than at the Fermi level.

## Where the emitted electrons come from

Return to emission into vacuum. Since $I$ is an integral over $e^{cE}$, the mean normal energy of the emitted electrons is a logarithmic derivative:

$$\langle E\rangle=\frac{\int E\,N e^{cE}dE}{\int Ne^{cE}dE}=\frac{d\ln I}{dc}=-\frac1c-\pi kT\cot(\pi ckT).$$

As $T\to0$, $\cot y\approx1/y$ and $\langle E\rangle\to-2/c$. The cold current comes from a layer below the Fermi level. As $q\to1$, $\cot\pi q\approx-1/[\pi(1-q)]$ and

$$\langle E\rangle\approx\frac{kT}{1-q}-\frac1c ,$$

which grows without limit. The length of the energy tail is $kT/(1-q)$, and the pole in the current is the pole in this length. The factor can be trusted while the tail ends well before the exponential law does.

## A barrier that saturates

Let the exponential law hold up to a top at $B$ and then saturate:

$$D(E)=\frac{1}{1+e^{c(B-E)}} .$$

This tends to $e^{-c(B-E)}$ well below $B$, equals one half at $B$ and tends to one above. Suppose that $B$ is many times larger than both $kT$ and $1/c$. Choose an energy $E_m$ between the Fermi level and the top, far from both. Below $E_m$ replace $D$ by $e^{c(E-B)}$; above $E_m$ replace $N$ by $kT\,e^{-E/kT}$. The errors are exponentially small. Define

$$S=\frac{kT\,e^{-cB}\,e^{(c-1/kT)E_m}}{1/kT-c}.$$

**Lower part.** For $q<1$ it is the full integral of the previous sections minus its tail above $E_m$, and that tail is $S$ to leading order:

$$\int_{-\infty}^{E_m}N e^{c(E-B)}dE=e^{-cB}\frac{\pi kT}{c\sin\pi q}-S .$$

The left side is a smooth function of $c$ for all $c>0$, because its upper limit is finite. The right side can therefore be continued past $q=1$. The neglected terms come from expanding the logarithm in $N$ above $E_m$; the $n$th has the denominator $n/kT-c$, so that the next pole is at $q=2$.

**Upper part.** Extend the integral to all energies and substitute $y=c(B-E)$:

$$\int_{-\infty}^{\infty}\frac{kT\,e^{-E/kT}}{1+e^{c(B-E)}}dE=\frac{kT}{c}e^{-B/kT}\int_{-\infty}^\infty\frac{e^{y/q}}{1+e^y}dy=\frac{kT}{c}e^{-B/kT}\frac{\pi}{\sin(\pi/q)} .$$

This converges for $q>1$. The piece below $E_m$ that must be taken away is

$$\int_{-\infty}^{E_m}kT\,e^{-E/kT}e^{c(E-B)}dE=\frac{kT\,e^{-cB}e^{(c-1/kT)E_m}}{c-1/kT}=-S ,$$

so the upper part is the full integral plus $S$. By the same argument it continues down to $q=1/2$.

In the sum $S$ cancels, and with it the arbitrary energy $E_m$. After multiplication by $c^2$,

$$c^2\!\int ND\,dE\simeq e^{-cB}\frac{\pi q}{\sin\pi q}+q^2e^{-B/kT}\frac{\pi/q}{\sin(\pi/q)},\qquad \tfrac12<q<2 .$$

The first term is the cold current times the enhancement factor. The second is the thermionic current over a barrier of height $B$, times a similar factor in $1/q$ that accounts for tunnelling just below the top and reflection just above it. For $q<1$ the first dominates when $B(1/kT-c)\gg1$; for $q>1$ the second dominates when $B(c-1/kT)\gg1$.

At $q=1$ both terms diverge, with opposite signs. Put $q=1+\epsilon$. In the first term $\sin\pi q\approx-\pi\epsilon$, and it becomes $-e^{-cB}(1/\epsilon+1)$. In the second, $1/q\approx1-\epsilon+\epsilon^2$ gives $\sin(\pi/q)\approx\pi\epsilon(1-\epsilon)$ and $e^{-B/kT}=e^{-cB/q}\approx e^{-cB}(1+cB\epsilon)$, so it becomes

$$e^{-cB}\,\frac{(1+\epsilon)(1+\epsilon)(1+cB\epsilon)}{\epsilon}\approx e^{-cB}\left(\frac1\epsilon+2+cB\right).$$

The poles cancel. Since the cold value is $e^{-cB}$,

$$\frac{J(T)}{J(0)}\bigg|_{ckT=1}=1+cB .$$

The sharp cut at the start gave $cB$. For $cB=20$ direct integration gives $21.0000$. In this model one temperature, $kT=1/c$, separates tunnelling near the Fermi level from emission near the top, and the current passes through it smoothly.

# Second half: a real barrier shape and a hot field emitter

## Symbols and results carried over

The normal energy $E$ is measured from the Fermi level, $N(E)=kT\ln(1+e^{-E/kT})$ is the supply, $D(E)$ the transmission, and $J=(em/2\pi^2\hbar^3)\int ND\,dE$. For $D\propto e^{cE}$ and $q=ckT<1$ the current is enhanced by $\pi q/\sin\pi q$. If $c$ is constant up to a top at $B$, the current at $q=1$ is $1+cB$ times the cold one, and above $q=1$ it becomes thermionic. The constant $\kappa=\sqrt{2m}/\hbar$ is also kept. The question now is what happens when $c$ varies with energy.

## The image-rounded barrier

Outside a flat metal surface in a strong field, the potential energy at distance $x$ is

$$V(x)=\varphi-Fx-\frac ax,\qquad a=\frac{e^2}{16\pi\varepsilon_0},$$

where $\varphi$ is the work function and $F$ is the force on the electron, $e$ times the field. The last term is the classical image potential. Setting $V'=-F+a/x^2=0$ places the top at $x_0=\sqrt{a/F}$, with height

$$E_t=\varphi-\Delta,\qquad\Delta=2\sqrt{aF}.$$

In the WKB approximation the barrier enters through

$$G(E)=2\kappa\int_{x_1}^{x_2}\sqrt{V(x)-E}\;dx ,$$

with $x_1,x_2$ the turning points. Take $D=1/(1+e^G)$, which tends to $e^{-G}$ for a thick barrier. Let $c(E)=-dG/dE$. The turning points do not contribute to the derivative, because the integrand vanishes there, so

$$c(E)=\kappa\int_{x_1}^{x_2}\frac{dx}{\sqrt{V-E}} .$$

With $h=\varphi-E$ one has $x(V-E)=hx-Fx^2-a=F(x-x_1)(x_2-x)$, where $x_1+x_2=h/F$ and $x_1x_2=x_0^2$. Substitute $x=M-r\cos\theta$ with $M=h/2F$ and $r=\sqrt{M^2-x_0^2}$. Then $(x-x_1)(x_2-x)=r^2\sin^2\theta$ and $dx=r\sin\theta\,d\theta$, so the factors $r\sin\theta$ cancel:

$$c(E)=\frac{\kappa}{\sqrt F}\int_0^\pi\sqrt{M-r\cos\theta}\;d\theta .$$

Measure $M$ in units of $x_0$, $z=M/x_0=(\varphi-E)/\Delta$. The top is at $z=1$, and

$$c(E)=c_{\rm top}P(z),\qquad c_{\rm top}=\pi\kappa\sqrt{\frac{x_0}{F}},\qquad P(z)=\frac1\pi\int_0^\pi\sqrt{z-\sqrt{z^2-1}\cos\theta}\;d\theta .$$

This $P$ is the Legendre function $P_{1/2}$, and $P(1)=1$. The constant $c_{\rm top}$ has a direct meaning. The curvature at the top defines a frequency by $m\omega^2=-V''(x_0)=2a/x_0^3=2F/x_0$, and then

$$\frac{2\pi}{\hbar\omega}=\frac{2\pi}{\hbar}\sqrt{\frac{mx_0}{2F}}=\pi\kappa\sqrt{\frac{x_0}{F}}=c_{\rm top}.$$

For a transmission that grows exponentially with energy, this part has derived the thermal enhancement factor and shown that its pole disappears when the barrier saturates; for the image-rounded barrier it has found the slope $c(E)=c_{\rm top}P(z)$. It remains to show how this slope varies with energy, what that does to the factor and its pole, and how the results apply to a hot tantalum tip.

All numerical values are calculated from the stated model.
